# Conductance of a Kondo-Screened Dot from the Friedel Sum Rule, part 1

(Sections cited here and not found follow in the second part.)

## Part I. From a resonant level to the interacting current

### Definitions and conventions

A quantum dot with one spin-degenerate level lies between a left lead L and a right lead R. The algebra uses atomic units, $\hbar=e=m_e=1$, so that $h=2\pi$, and temperature is measured as an energy, $k_B=1$. Energies are counted from the common Fermi energy of the leads. The Hamiltonian is

$$
\begin{aligned}
H={}&\varepsilon_d(n_{d\uparrow}+n_{d\downarrow})+U\,n_{d\uparrow}n_{d\downarrow}+\sum_{ak\sigma}\varepsilon_k c^\dagger_{ak\sigma}c_{ak\sigma}\\
&+\sum_{ak\sigma}V_a\left(d^\dagger_\sigma c_{ak\sigma}+c^\dagger_{ak\sigma}d_\sigma\right).
\end{aligned}
$$

Here $a=L,R$, $n_{d\sigma}=d^\dagger_\sigma d_\sigma$, and $U$ is the repulsion between two electrons on the dot. The leads are noninteracting, have the same dispersion and density of states $\rho$ per spin, and couple through constants $V_a$. A phase of $V_a$ can be absorbed in $c_{ak\sigma}$, so $V_a>0$. The couplings are expressed as half-widths at the Fermi energy,

$$
\Gamma_a=\pi\rho V_a^2,\qquad \Gamma=\Gamma_L+\Gamma_R,\qquad V^2=V_L^2+V_R^2 .
$$

The retarded Green function of the dot and its spectral density are

$$
\mathcal G_\sigma(t)=-i\theta(t)\langle\{d_\sigma(t),d^\dagger_\sigma(0)\}\rangle,\qquad A_\sigma(\omega)=-\frac1\pi\,\mathrm{Im}\,\mathcal G_\sigma(\omega).
$$

The symbol $n_{d\sigma}$ also denotes the mean dot occupation. The displaced charge $n_\sigma$ is the number of electrons of spin $\sigma$ that the whole system gains when an initially empty dot is attached to the leads at fixed Fermi energy. It includes charge moved in the leads. Its sum over spins is $n$. The spin index is dropped where both spins behave alike.

The statement to be reached, for vanishing bias followed by $T\to0$, without a magnetic field and with a fully screened ground state, is

$$
\boxed{\,G=\frac{2e^2}{h}\,\frac{4\Gamma_L\Gamma_R}{(\Gamma_L+\Gamma_R)^2}\,\sin^2\frac{\pi n}{2}\,}
$$

For $n=1$ the sine is one and the coupling factor remains.

### Stage 1: one level without repulsion

Set $U=0$ and combine the lead operators into

$$
c_{ek}=\frac{V_Lc_{Lk}+V_Rc_{Rk}}{V},\qquad c_{ok}=\frac{-V_Rc_{Lk}+V_Lc_{Rk}}{V}.
$$

This is a rotation, so the new operators obey the usual anticommutation rules and $c^\dagger_{Lk}c_{Lk}+c^\dagger_{Rk}c_{Rk}=c^\dagger_{ek}c_{ek}+c^\dagger_{ok}c_{ok}$. The coupling becomes $V(d^\dagger c_{ek}+c^\dagger_{ek}d)$. The odd channel is free, and the even channel meets the level with coupling $V$.

The resolvent equation $(\omega-H)\mathcal G=1$, written for one particle, has the components

$$
(\omega-\varepsilon_d)\mathcal G-V\sum_k\mathcal G_{kd}=1,\qquad(\omega-\varepsilon_k)\mathcal G_{kd}-V\mathcal G=0 .
$$

Solving the second for $\mathcal G_{kd}$ and inserting it in the first gives

$$
\mathcal G(\omega)=\frac1{\omega-\varepsilon_d-\Delta(\omega)},\qquad \Delta(\omega)=\sum_k\frac{V^2}{\omega-\varepsilon_k+i0}.
$$

Since $\mathrm{Im}\,(x+i0)^{-1}=-\pi\delta(x)$, the imaginary part of $\Delta$ at the Fermi energy is $-\pi\rho V^2=-\Gamma$. Its real part shifts the level. Define

$$
\varepsilon^*=\varepsilon_d+\mathrm{Re}\,\Delta(0),\qquad \cot\delta=\frac{\varepsilon^*}{\Gamma},\qquad 0<\delta<\pi .
$$

Then

$$
\mathcal G^{-1}(0)=-\varepsilon^*+i\Gamma=-\frac{\Gamma}{\sin\delta}(\cos\delta-i\sin\delta)=-\frac{\Gamma}{\sin\delta}e^{-i\delta},
$$

and therefore

$$
\mathcal G(0)=-\frac{\sin\delta}{\Gamma}e^{i\delta},\qquad \pi\Gamma A(0)=\sin^2\delta .
$$

**The scattering phase.** To see what $\delta$ does to a wave, unfold the even channel into a line on which the wave arrives at $x<0$ and leaves at $x>0$, with $x$ measured as travel time. A state of energy $\omega$ then varies as $e^{i\omega x}$. With the dot attached, the amplitude on lead level $k'$ is the incident amplitude plus $V\psi_d/(\omega-\varepsilon_{k'}+i0)$, where $\psi_d=\mathcal G V$ is the amplitude on the dot. Far from the dot the added wave is

$$
\rho V^2\mathcal G(\omega)\int d\varepsilon'\,\frac{e^{i\varepsilon'x}}{\omega-\varepsilon'+i0}.
$$

The pole lies at $\varepsilon'=\omega+i0$. For $x<0$ the contour closes in the lower half-plane and the integral vanishes. For $x>0$ it closes in the upper half-plane and gives $-2\pi i\,e^{i\omega x}$. The outgoing wave is thus multiplied by

$$
S_e=1-2\pi i\rho V^2\mathcal G=1-2i\Gamma\mathcal G .
$$

At the Fermi energy this equals

$$
S_e=1+2i\sin\delta\,e^{i\delta}=1+(e^{i\delta}-e^{-i\delta})e^{i\delta}=e^{2i\delta}.
$$

The odd wave is not scattered, $S_o=1$.

**Back to left and right.** A wave from the left lead has even amplitude $V_L/V$ and odd amplitude $-V_R/V$. A right-lead wave has components $V_R/V$ and $V_L/V$. After scattering, the amplitude in the right lead is

$$
S_{RL}=\frac{V_R}{V}e^{2i\delta}\frac{V_L}{V}-\frac{V_L}{V}\frac{V_R}{V}=\frac{\sqrt{\Gamma_L\Gamma_R}}{\Gamma}\left(e^{2i\delta}-1\right).
$$

Because $|e^{2i\delta}-1|^2=4\sin^2\delta$, the transmission probability is

$$
\mathcal T=|S_{RL}|^2=\frac{4\Gamma_L\Gamma_R}{\Gamma^2}\sin^2\delta .
$$

On the unfolded line of duration $\tau$, allowed energies are spaced by $2\pi/\tau$ and each filled state delivers one electron in the time $\tau$. An energy window $d\omega$ therefore delivers $d\omega/2\pi$ electrons per unit time and spin. The conductance per spin is $\mathcal T/2\pi$, which is $(e^2/h)\mathcal T$ in ordinary units.

**Limit: a level on resonance.** At $\varepsilon^*=0$ the phase is $\pi/2$ and the even wave changes sign. The reflected amplitude in the left lead is

$$
S_{LL}=\frac{V_L^2e^{2i\delta}+V_R^2}{V^2}\;\longrightarrow\;\frac{\Gamma_R-\Gamma_L}{\Gamma}.
$$

It vanishes for equal couplings. Otherwise the waves reflected through the even and odd channels do not cancel, and

$$
\frac{4\Gamma_L\Gamma_R}{\Gamma^2}=1-\left(\frac{\Gamma_L-\Gamma_R}{\Gamma}\right)^2 .
$$

The factor depends on the ratio $r=\Gamma_L/\Gamma_R$ alone, as $4r/(1+r)^2$. It is $1$ for $r=1$, $12/16=0.75$ for $r=3$, and $40/121=0.33$ for $r=10$. A uniform increase of both couplings does not repair the loss. For $r\gg1$ the factor falls as $4/r$.

### Stage 2: counting the displaced charge

The phase can be found from charge. The change in the total density of states per spin is $-\pi^{-1}\mathrm{Im}$ of the change in the trace of the Green function. The dot contributes $\mathcal G$. For a lead level, the resolvent equations give

$$
\mathcal G_{kk}=\frac1{\omega-\varepsilon_k}+\frac{V^2\mathcal G}{(\omega-\varepsilon_k)^2},
$$

with $\omega$ understood as $\omega+i0$. Differentiating $\Delta$ gives $\Delta'(\omega)=-\sum_kV^2/(\omega-\varepsilon_k)^2$, so the leads contribute $-\Delta'\mathcal G$. At zero temperature

$$
n_\sigma=-\frac1\pi\,\mathrm{Im}\int_{-\infty}^0d\omega\,\mathcal G(1-\Delta').
$$

For $U=0$ the derivative of $\mathcal G^{-1}=\omega-\varepsilon_d-\Delta$ is $1-\Delta'$. The integrand is therefore $\partial_\omega\ln\mathcal G^{-1}$, and

$$
n_\sigma=-\frac1\pi\left[\arg\mathcal G^{-1}(\omega)\right]_{-\infty}^{0}.
$$

The imaginary part of $\mathcal G^{-1}$ is nowhere negative, so its argument stays between $0$ and $\pi$. At $\omega\to-\infty$ the inverse is negative with a vanishing positive imaginary part, and the argument is $\pi$. At $\omega=0$ the form found above reads $\mathcal G^{-1}=(\Gamma/\sin\delta)e^{i(\pi-\delta)}$, and the argument is $\pi-\delta$. The difference gives the Friedel sum rule,

$$
n_\sigma=-\frac{(\pi-\delta)-\pi}{\pi}=\frac{\delta}{\pi}.
$$

A level far above the Fermi energy has $\delta\to0$ and displaces nothing. A level far below has $\delta\to\pi$ and adds one electron per spin.

The sum rule counts dot and lead charge together. If $\Delta$ varies slowly near the energies that matter, the term with $\Delta'$ is small and $n_\sigma\simeq n_{d\sigma}$. This is the wide-band limit.

**Test on a chain.** Let both leads be semi-infinite chains with hopping $1$, joined to the dot by hoppings $0.45$ and $0.25$, with the dot level at $0.12$. The end-site Green function of a chain satisfies $g=1/(\omega-g)$, because removing one site leaves the same chain. At band centre $g^2=-1$, and the retarded root is $g=-i$. Thus $\Delta(0)=-i(0.45^2+0.25^2)$, which means $\Gamma_L=0.2025$, $\Gamma_R=0.0625$ and $\varepsilon^*=0.12$.

The transmission was computed by matching plane waves at the dot. Separately, the displaced charge was found by counting the filled levels of a long finite chain with and without the dot, with slight thermal smoothing. The count gives $0.3647$ electrons per spin. The charge formula then predicts

$$
\frac{4(0.2025)(0.0625)}{(0.2650)^2}\sin^2(0.3647\,\pi)=0.598,
$$

and wave matching also gives $0.598$. The dot occupation is $0.3502$, smaller than the displaced charge by $0.0145$. Reducing the level and the half-width by a factor of nine at fixed bandwidth lowers this mismatch to $0.0019$. The distinction between the two charges fades as the band becomes wide.

### Stage 3: the current with repulsion

Now restore $U$. The rotation of the leads still works, because the repulsion contains dot operators alone. An electron can now exchange energy with others, however, so a one-particle transmission is no longer an adequate starting point. The current can be derived from the equations of motion. A wide flat band is assumed, and the spin index is suppressed.

Let the leads and the dot be disconnected at a remote time $t_0$, each lead having its own Fermi function $f_a$. With $C_a=\sum_kc_{ak}$ and $[C_a,N_a]=C_a$, the current from lead $a$ into the dot is

$$
I_a=-\frac{d\langle N_a\rangle}{dt}=-iV_a\langle d^\dagger C_a-C_a^\dagger d\rangle=2V_a\,\mathrm{Im}\,\langle d^\dagger C_a\rangle .
$$

The lead operator obeys $i\dot c_{ak}=\varepsilon_kc_{ak}+V_ad$, with solution

$$
c_{ak}(t)=e^{-i\varepsilon_k(t-t_0)}c_{ak}(t_0)-iV_a\int_{t_0}^tdt'\,e^{-i\varepsilon_k(t-t')}d(t').
$$

Multiply by $V_a$ and sum over $k$. In the flat band $V_a^2\sum_ke^{-i\varepsilon_ks}=2\Gamma_a\delta(s)$. Half the delta function falls inside the time integral, so

$$
V_aC_a(t)=\xi_a(t)-i\Gamma_ad(t),\qquad \xi_a(t)=V_a\sum_ke^{-i\varepsilon_k(t-t_0)}c_{ak}(t_0).
$$

The average $\langle d^\dagger\xi_a\rangle$ follows from a property of the initial state. Its weight for level $k$ is proportional to $e^{-x\,c^\dagger_kc_k}$, with $x=(\varepsilon_k-\mu_a)/T$. Moving $c_k$ through this weight and using the cyclic property of the trace gives $\langle c_kX\rangle=e^x\langle Xc_k\rangle$ for any operator $X$. Hence

$$
\langle Xc_k\rangle=f_a(\varepsilon_k)\langle\{X,c_k\}\rangle .
$$

Choose $X=d^\dagger(t)$. The anticommutator comes from the mixed retarded function $\mathcal G_{dk}$. Since the lead is noninteracting, the equation of motion for its second time argument gives $(\omega-\varepsilon_k)\mathcal G_{dk}=V_a\mathcal G$, whatever the value of $U$. Long after $t_0$, the pole at $\omega=\varepsilon_k$ survives, and

$$
\langle\{d(t),c^\dagger_{ak}(t_0)\}\rangle=V_a\mathcal G(\varepsilon_k)e^{-i\varepsilon_k(t-t_0)} .
$$

Taking the conjugate, inserting it above and turning the sum into an integral gives

$$
\langle d^\dagger\xi_a\rangle=\frac{\Gamma_a}{\pi}\int d\omega\,f_a(\omega)\,\mathcal G^*(\omega).
$$

With $\mathrm{Im}\,\mathcal G^*=\pi A$, the current becomes

$$
I_a=2\Gamma_a\left[\int d\omega\,f_a(\omega)A(\omega)-n_d\right].
$$

The first term feeds the dot and the second drains it. In a steady state $I_L=-I_R=I$, because the Hamiltonian conserves the number of each spin. The combination $I=(\Gamma_RI_L-\Gamma_LI_R)/\Gamma$ cancels $n_d$:

$$
I=\frac{2\Gamma_L\Gamma_R}{\Gamma}\int d\omega\,[f_L(\omega)-f_R(\omega)]A(\omega).
$$

The difference of Fermi functions is already first order in the bias, so the equilibrium $A$ suffices for the linear conductance. Restoring units and summing over spins,

$$
G=\frac{e^2}{h}\,\frac{4\Gamma_L\Gamma_R}{\Gamma^2}\sum_\sigma\int d\omega\left(-\frac{\partial f}{\partial\omega}\right)\pi\Gamma A_\sigma(\omega).
$$

**Limit: no repulsion.** At $T=0$ the derivative of the Fermi function selects $\omega=0$. Inserting $\pi\Gamma A(0)=\sin^2\delta$ recovers Stage 1. The coupling factor has survived the interaction unchanged. What remains is the height of the spectral density at the Fermi energy.

## Part II. The screened dot

### What is carried over

The dot has level energy $\varepsilon_d$ and repulsion $U$. Its half-widths are $\Gamma_L$ and $\Gamma_R$, with sum $\Gamma$. Its retarded Green function is $\mathcal G$, and its spectral density is $A=-\mathrm{Im}\,\mathcal G/\pi$. The lead term $\Delta(\omega)$ has imaginary part $-\Gamma$ at the Fermi energy, $\omega=0$. Without repulsion, $\pi\Gamma A(0)=\sin^2\delta$ and $\delta=\pi n_\sigma$, where $n_\sigma$ is the displaced charge of spin $\sigma$. With repulsion and a wide band, the conductance is the coupling factor $4\Gamma_L\Gamma_R/\Gamma^2$ times $e^2/h$ times the thermal average of $\pi\Gamma A_\sigma$, summed over spins. Atomic units and $k_B=1$ are kept in the algebra.

### Stage 4: the Fermi energy of an interacting dot

Repulsion adds a self-energy $\Sigma$:

$$
\mathcal G(\omega)=\frac1{\omega-\varepsilon_d-\Delta(\omega)-\Sigma(\omega)}.
$$

The Kondo-screened state is assumed to be a Fermi liquid: its ground state is a nondegenerate singlet, and its low-energy excitations are quasiparticles with finite scattering amplitudes.

An added electron of energy $\omega>0$ can decay into two electrons and one hole. Their excitation energies are positive and sum to $\omega$, so the available phase space is

$$
\int_0^\omega d\varepsilon_1\int_0^{\omega-\varepsilon_1}d\varepsilon_2=\frac{\omega^2}{2}.
$$

Processes with more electron-hole pairs carry higher powers of $\omega$. Hence $\mathrm{Im}\,\Sigma(0)=0$ at $T=0$. Define $\varepsilon^*=\varepsilon_d+\mathrm{Re}\,\Delta(0)+\Sigma(0)$ and $\cot\delta=\varepsilon^*/\Gamma$. The inverse $\mathcal G^{-1}(0)=-\varepsilon^*+i\Gamma$ has the same form as without repulsion, so again $\pi\Gamma A(0)=\sin^2\delta$.

The scattering amplitude gives the same picture. If $-\mathrm{Im}\,\Sigma=s$, then $\mathrm{Im}\,\mathcal G=-(\Gamma+s)|\mathcal G|^2$ and

$$
|1-2i\Gamma\mathcal G|^2=1+4\Gamma\,\mathrm{Im}\,\mathcal G+4\Gamma^2|\mathcal G|^2=1-4\Gamma s|\mathcal G|^2 .
$$

The missing probability is inelastic scattering. It vanishes with $s$, and an electron at the Fermi energy scatters elastically with the factor $e^{2i\delta}$.

The coupling factor survives the repulsion unchanged, and for a Fermi-liquid ground state at $T=0$ the spectral height at the Fermi energy is fixed by the phase, $\pi\Gamma A(0)=\sin^2\delta$. It remains to show that this phase is still given by the displaced charge, to test the result on a dot with numbers, and to find the corrections from field and temperature.
